**Shear-induced shift and lowering of silicon's X-point valleys**

The program diagonalizes $H=Ak^2+2Ak_0k\sigma_z+D\sigma_x$, where $k$ is the distance from X, $k_0$ its unstrained valley value, $A=\hbar^2/(2m_l)$ and $D$ the shear coupling energy. For $\eta=|D|/(2Ak_0^2)<1$, it searches $0\le k\le2k_0$ and asserts that the minimum there lies at $k_0\sqrt{1-\eta^2}$ and drops by $D^2/(4Ak_0^2)$. The lower band is even in $k$, so an equal minimum lies at $-k_0\sqrt{1-\eta^2}$. It also asserts the longitudinal curvature, the barrier at X, the transverse masses, and the single minimum at X for a coupling above the merger. A separate empirical pseudopotential model tests which strains and wave vectors split the X doublet, and asserts that shear lowers the valley and moves it towards X. For rough silicon parameters and a tensor shear of 0.005, the output gives a drop of 9.82 meV and a shift of 0.0697 nm⁻¹. The normal strains that accompany [110] tension lower the z valleys by a further 0.0706 eV relative to the x and y valleys. The pseudopotential drop is 0.894 times the two-band prediction made from that model's own parameters; the program asserts only that this ratio lies between 0.5 and 2.

## Verification by program

```python
"""Shear-strained silicon valleys near X.
Result under test: H = A k^2 + 2 A k0 k sigma_z + D sigma_x has, for
eta = |D|/(2 A k0^2) < 1, minima at +-k0 sqrt(1-eta^2), lowered by
D^2/(4 A k0^2). For eta >= 1 there is one minimum, at X.
k: distance from X; k0: its unstrained valley value; A = hbar^2/(2 m_l);
D: off-diagonal shear energy. Energies in eV, lengths in angstrom.
An empirical pseudopotential model tests symmetry and remote-band effects.
"""
import numpy as np
from scipy import constants as const
from scipy.integrate import quad
from scipy.interpolate import CubicSpline
from scipy.optimize import minimize, minimize_scalar

# Rough typical silicon inputs
lattice = 5.43
valley_fraction = 0.15
mass_l, mass_t = 0.92, 0.19
shear = 0.005
shear_potential = 14.0
c11, c12, c44 = 166.0, 64.0, 80.0
uniaxial_potential = 9.0
internal_strain = 0.5
temperature = 300.0

hbar2_over_m = const.hbar**2 / const.m_e / const.e * 1e20
k_unit = 2*np.pi/lattice
k0 = valley_fraction*k_unit
A = hbar2_over_m/(2*mass_l)
D = shear_potential*shear
merge_energy = 2*A*k0**2
eta = D/merge_energy


def two_bands(k, coupling):
    """Eigenvalues by diagonalizing the defining matrix."""
    matrix = np.array([[A*k*k + 2*A*k0*k, coupling],
                       [coupling, A*k*k - 2*A*k0*k]])
    return np.linalg.eigvalsh(matrix)


def numerical_minimum(coupling):
    found = minimize_scalar(lambda k: two_bands(k, coupling)[0],
                            bounds=(0, 2*k0), method="bounded",
                            options={"xatol": 1e-10})
    return found.x, found.fun


# Position, energy, curvature and barrier, on both sides of the merger
for ratio in (0.1, eta, 0.5, 0.9):
    coupling = ratio*merge_energy
    k_num, e_num = numerical_minimum(coupling)
    assert abs(k_num - k0*np.sqrt(1-ratio**2)) < 1e-5*k0
    drop_num = -A*k0**2 - e_num
    assert abs(drop_num - coupling**2/(4*A*k0**2)) < 1e-10
    h = 1e-3*k0
    curvature = (two_bands(k_num+h, coupling)[0] - 2*e_num
                 + two_bands(k_num-h, coupling)[0])/h**2
    assert abs(curvature/(2*A*(1-ratio**2)) - 1) < 1e-3
    barrier_num = two_bands(0, coupling)[0] - e_num
    assert abs(barrier_num - A*k0**2*(1-ratio)**2) < 1e-10
k_num, e_num = numerical_minimum(1.3*merge_energy)
assert k_num < 1e-3*k0
assert abs(e_num + 1.3*merge_energy) < 1e-8

k_min, e_min = numerical_minimum(D)
drop = -A*k0**2 - e_min
barrier = two_bands(0, D)[0] - e_min
fixed_k_drop = -A*k0**2 - two_bands(k0, D)[0]
assert 0 < fixed_k_drop < drop

# Local pseudopotential model; wave vectors in units of 2 pi/lattice
kinetic_unit = hbar2_over_m*k_unit**2/2
rydberg = const.value("Rydberg constant times hc in eV")
form_factor = CubicSpline(np.sqrt([0, 3, 8, 11, 16]),
                          [-0.61, -0.21, 0.04, 0.08, 0.0],
                          bc_type=((1, 0.0), (1, 0.0)))
x_point = np.array([0, 0, 1])
G = np.array([(h, k, l) for h in range(-6, 7) for k in range(-6, 7)
              for l in range(-6, 7)
              if h % 2 == k % 2 == l % 2
              and h*h + k*k + (l+1)**2 <= 21])
G_difference = G[:, None, :] - G[None, :, :]


def crystal(strain):
    """Return a function giving the two lowest conduction energies."""
    inverse = np.linalg.inv(np.eye(3) + strain)
    q = np.linalg.norm(G_difference @ inverse, axis=2)
    phase = np.pi/4*(G_difference.sum(axis=2)
                     - 2*internal_strain*strain[0, 1]*G_difference[:, :, 2])
    potential = rydberg*np.where(q < 4, form_factor(np.minimum(q, 4)), 0)
    potential = potential*np.cos(phase)

    def conduction(kx, ky, distance):
        wave = (G + x_point + np.array([kx, ky, -distance])) @ inverse
        matrix = potential + np.diag(kinetic_unit*(wave**2).sum(axis=1))
        return np.linalg.eigvalsh(matrix)[4:6]
    return conduction


def splitting(model, kx, ky, distance):
    pair = model(kx, ky, distance)
    return pair[1] - pair[0]


def shear_tensor(value):
    tensor = np.zeros((3, 3))
    tensor[0, 1] = tensor[1, 0] = value
    return tensor


relaxed = crystal(np.zeros((3, 3)))
sheared = crystal(shear_tensor(shear))
half_sheared = crystal(shear_tensor(shear/2))
normal_strained = crystal(np.diag([0.01, -0.004, 0.003]))

# Symmetry: which perturbations split the doublet, and to what order
assert splitting(relaxed, 0, 0, 0) < 1e-8
assert splitting(normal_strained, 0, 0, 0) < 1e-8
assert splitting(relaxed, 0.02, 0, 0) < 1e-8
x_split = splitting(sheared, 0, 0, 0)
assert x_split > 1e-3
assert abs(x_split/splitting(half_sheared, 0, 0, 0) - 2) < 0.05
assert abs(splitting(relaxed, 0, 0, 0.02)
           / splitting(relaxed, 0, 0, 0.01) - 2) < 0.05
assert abs(splitting(relaxed, 0.02, 0.02, 0)
           / splitting(relaxed, 0.01, 0.01, 0) - 4) < 0.1


def crystal_minimum(model):
    found = minimize_scalar(lambda s: model(0, 0, s)[0],
                            bounds=(0.01, 0.4), method="bounded",
                            options={"xatol": 1e-9})
    return found.x, found.fun - np.mean(model(0, 0, 0))


s0, e0 = crystal_minimum(relaxed)
s1, e1 = crystal_minimum(sheared)
step = 0.005
pseudo_A = (relaxed(0, 0, s0+step)[0] - 2*relaxed(0, 0, s0)[0]
            + relaxed(0, 0, s0-step)[0])/(2*step**2)
pseudo_D = x_split/2
pseudo_drop = e0 - e1
predicted_drop = pseudo_D**2/(4*pseudo_A*s0**2)
predicted_s1 = s0*np.sqrt(1-(pseudo_D/(2*pseudo_A*s0**2))**2)
assert s1 < s0 and pseudo_drop > 0
# Remote bands alter the coefficient, so only its size is tested here
assert 0.5 < pseudo_drop/predicted_drop < 2

# Transverse coupling c kx ky: size and sign relative to positive D
q = 0.02
c_size = splitting(relaxed, q, q, 0)/(2*q*q)/k_unit**2
c_sign = np.sign(splitting(sheared, q, q, 0)
                 - splitting(sheared, q, -q, 0))
c_transverse = c_sign*c_size


def full_lower(k):
    kx, ky, kz = k
    return (hbar2_over_m*(kx*kx+ky*ky)/(2*mass_t)
            + two_bands(kz, D+c_transverse*kx*ky)[0])


found = minimize(full_lower, [0.03, 0.02, k0], method="Nelder-Mead",
                 options={"xatol": 1e-8, "fatol": 1e-12, "maxiter": 2000})
assert abs(found.fun - e_min) < 1e-8
transverse_masses = []
for sign in (1, -1):
    h = 0.001
    shifted = full_lower([h/np.sqrt(2), sign*h/np.sqrt(2), k_min])
    curvature = 2*(shifted-e_min)/h**2
    expected = hbar2_over_m/mass_t - sign*eta*c_transverse
    assert abs(curvature/expected - 1) < 1e-3
    transverse_masses.append(hbar2_over_m/curvature)

# Normal strains that accompany uniaxial tension along [110]
stress = 4*c44*shear
stiffness = np.full((3, 3), c12) + np.eye(3)*(c11-c12)
normal_strain = np.linalg.solve(stiffness, [stress/2, stress/2, 0])
valley_split = uniaxial_potential*(normal_strain[2]-normal_strain[0])

# Thermal free-energy shift of the axial two-band model
kT = const.k*temperature/const.e


def partition(coupling):
    return quad(lambda k: np.exp(-(two_bands(k, coupling)+A*k0**2)/kT).sum(),
                0, 5*k0, epsabs=1e-10, limit=200)[0]


thermal_drop = kT*np.log(partition(D)/partition(0))


def show(label, value, unit="", digits=4):
    print(f"{label}: {value:.{digits}f} {unit}".rstrip())


print("Inputs: rough typical silicon values")
show("lattice constant", lattice, "angstrom", 2)
show("k0 / (2 pi/a)", valley_fraction, "", 2)
show("longitudinal mass", mass_l, "m_e", 2)
show("transverse mass", mass_t, "m_e", 2)
show("tensor shear strain", shear)
show("shear deformation potential", shear_potential, "eV", 1)
show("elastic c11", c11, "GPa", 0)
show("elastic c12", c12, "GPa", 0)
show("elastic c44", c44, "GPa", 0)
show("uniaxial deformation potential", uniaxial_potential, "eV", 1)
show("internal strain parameter", internal_strain, "", 1)
print("Two-band results")
show("A", A, "eV angstrom^2")
show("k0", k0, "1/angstrom", 5)
show("D", D, "eV")
show("A k0^2", A*k0**2, "eV", 5)
show("merger coupling 2 A k0^2", merge_energy, "eV", 5)
show("valley gap 4 A k0^2", 2*merge_energy, "eV", 5)
show("eta", eta)
show("strained k_min", k_min, "1/angstrom", 5)
show("shift towards X", k0-k_min, "1/angstrom", 5)
show("shift towards X, converted", 10*(k0-k_min), "1/nm")
show("minimum energy", e_min, "eV", 5)
show("valley drop", drop, "eV", 5)
show("valley drop, converted", 1000*drop, "meV", 2)
show("drop with k held at k0", fixed_k_drop, "eV", 5)
show("strained longitudinal mass", mass_l/(1-eta**2), "m_e")
show("barrier at X", barrier, "eV", 5)
show("merger tensor shear strain", merge_energy/shear_potential)
print("Effects outside the axial band-edge result")
show("uniaxial [110] stress", stress, "GPa", 2)
show("normal strain xx = yy", normal_strain[0], "", 5)
show("normal strain zz", normal_strain[2], "", 5)
show("z minus x,y valley rigid shift", valley_split, "eV")
show("m_t |c| / hbar^2", mass_t*c_size/hbar2_over_m)
show("mass along [110]", transverse_masses[0], "m_e")
show("mass along [1-10]", transverse_masses[1], "m_e")
show("temperature", temperature, "K", 0)
show("thermal energy", kT, "eV", 5)
show("thermal free-energy drop", thermal_drop, "eV", 5)
print("Pseudopotential check, wave vectors in 2 pi/a")
show("plane waves", len(G), "", 0)
show("unstrained valley distance", s0, "", 5)
show("strained valley distance", s1, "", 5)
show("two-band strained distance", predicted_s1, "", 5)
show("longitudinal mass", kinetic_unit/pseudo_A, "m_e")
show("half splitting at X", pseudo_D, "eV", 5)
show("valley gap", splitting(relaxed, 0, 0, s0), "eV")
show("two-band valley gap", 4*pseudo_A*s0**2, "eV")
show("valley drop from X mean", pseudo_drop, "eV", 5)
show("two-band predicted drop", predicted_drop, "eV", 5)
show("drop ratio, full/two-band", pseudo_drop/predicted_drop)
print("success")
```

Printed output:

```
Inputs: rough typical silicon values
lattice constant: 5.43 angstrom
k0 / (2 pi/a): 0.15
longitudinal mass: 0.92 m_e
transverse mass: 0.19 m_e
tensor shear strain: 0.0050
shear deformation potential: 14.0 eV
elastic c11: 166 GPa
elastic c12: 64 GPa
elastic c44: 80 GPa
uniaxial deformation potential: 9.0 eV
internal strain parameter: 0.5
Two-band results
A: 4.1413 eV angstrom^2
k0: 0.17357 1/angstrom
D: 0.0700 eV
A k0^2: 0.12476 eV
merger coupling 2 A k0^2: 0.24952 eV
valley gap 4 A k0^2: 0.49904 eV
eta: 0.2805
strained k_min: 0.16660 1/angstrom
shift towards X: 0.00697 1/angstrom
shift towards X, converted: 0.0697 1/nm
minimum energy: -0.13458 eV
valley drop: 0.00982 eV
valley drop, converted: 9.82 meV
drop with k held at k0: 0.00963 eV
strained longitudinal mass: 0.9986 m_e
barrier at X: 0.06458 eV
merger tensor shear strain: 0.0178
Effects outside the axial band-edge result
uniaxial [110] stress: 1.60 GPa
normal strain xx = yy: 0.00443
normal strain zz: -0.00341
z minus x,y valley rigid shift: -0.0706 eV
m_t |c| / hbar^2: 0.7893
mass along [110]: 0.1556 m_e
mass along [1-10]: 0.2440 m_e
temperature: 300 K
thermal energy: 0.02585 eV
thermal free-energy drop: 0.01145 eV
Pseudopotential check, wave vectors in 2 pi/a
plane waves: 108
unstrained valley distance: 0.14641
strained valley distance: 0.13986
two-band strained distance: 0.14013
longitudinal mass: 0.8721 m_e
half splitting at X: 0.07262 eV
valley gap: 0.5279 eV
two-band valley gap: 0.5015 eV
valley drop from X mean: 0.00940 eV
two-band predicted drop: 0.01052 eV
drop ratio, full/two-band: 0.8941
success
```
